# Potential of a charge in a dielectric slab and its Keldysh limit, part 3

A slab $0<z<d$ of permittivity $\epsilon$ lies between media $\epsilon_1$ (below) and $\epsilon_2$ (above). In Hartree atomic units, a unit charge at height $z'$ in the slab has the potential $V(r;z,z')$ at height $z$ and in-plane distance $r$. Its transform $\phi$ is defined by $V=\int\frac{d^2q}{(2\pi)^2}\,e^{i\mathbf q\cdot\mathbf r}\,\phi(q;z,z')$, so that

$$\Phi(r,z)=\frac1{2\pi}\int_0^\infty q\,\phi(q;z,z')\,J_0(qr)\,dq, \tag{2}$$

with $\Phi=V$ in the slab and $J_0$ the Bessel function. With $z_<=\min(z,z')$, $z_>=\max(z,z')$, $\Delta=z_>-z_<$,

$$x=qd,\quad a=qz_<,\quad b=q(d-z_>),\quad \eta_i=\frac{\epsilon_i}{\epsilon},\quad s=\eta_1+\eta_2,\quad \kappa=\frac{\epsilon_1+\epsilon_2}{2},$$

$$R_i=\frac{\epsilon-\epsilon_i}{\epsilon+\epsilon_i}=\frac{1-\eta_i}{1+\eta_i},\qquad P=R_1R_2,\qquad r_0=\frac{\epsilon d}{\epsilon_1+\epsilon_2}=\frac ds ,$$

the exact potential is

$$\phi=\frac{4\pi}{\epsilon q}\,\frac{(\epsilon\cosh a+\epsilon_1\sinh a)(\epsilon\cosh b+\epsilon_2\sinh b)}{\epsilon(\epsilon_1+\epsilon_2)\cosh x+(\epsilon^2+\epsilon_1\epsilon_2)\sinh x}, \tag{4}$$

$$\phi=\frac{2\pi}{\epsilon q}\Big\{e^{-q\Delta}+\frac{R_1e^{-q(z+z')}+R_2e^{-q(2d-z-z')}+P e^{-q(2d-\Delta)}+Pe^{-q(2d+\Delta)}}{1-Pe^{-2x}}\Big\}. \tag{9}$$

With $g(h)=(r^2+h^2)^{-1/2}=\int_0^\infty J_0(qr)e^{-qh}dq$ and $S(c)=\sum_{n\ge0}P^n g(2nd+c)$,

$$V=\frac1\epsilon\big\{g(\Delta)+R_1S(z+z')+R_2S(2d-z-z')+PS(2d-\Delta)+PS(2d+\Delta)\big\}, \tag{10}$$

and at the midplane, $z=z'=d/2$,

$$V(r)=\frac1\epsilon\Big\{\frac1r+\sum_{n\ge0}P^n\Big[\frac{R_1+R_2}{\sqrt{r^2+(2n+1)^2d^2}}+\frac{2P}{\sqrt{r^2+(2n+2)^2d^2}}\Big]\Big\}. \tag{11}$$

The Keldysh form and its real-space potential (Struve function $H_0$, Bessel function $Y_0$) are

$$\phi_K(q)=\frac{4\pi}{(\epsilon_1+\epsilon_2)\,q\,(1+r_0q)}=\frac{4\pi}{\epsilon q\,(s+x)}, \tag{3}$$

$$V_K(r)=\frac{\pi}{\epsilon d}\Big[H_0\Big(\frac r{r_0}\Big)-Y_0\Big(\frac r{r_0}\Big)\Big],\qquad r_0=\frac{\epsilon d}{\epsilon_1+\epsilon_2}. \tag{6}$$

Another convention uses $r_*=\kappa r_0=\epsilon d/2$. The thin, high-contrast limit is $\epsilon\to k\epsilon$, $d\to d/k$, $k\to\infty$ at fixed $\epsilon_1,\epsilon_2$; it leaves $r_0$, $\phi_K$ and $V_K$ unchanged.

Lemma 5: the long-wave screening length at the midplane is $r_{\rm mid}=r_0\,[1-\frac12(\eta_1^2+\eta_2^2)]$.

Lemma 6, which proves part (ii) of the theorem: for $m=\max(x,\eta_1,\eta_2)\le1$, $|\phi/\phi_K-1-\delta_2|\le Cm^4$ with a numerical constant $C$ and

$$\delta_2=\frac{a^2+b^2}{2}+\eta_1a+\eta_2b-\frac{\tfrac12sx^2+\tfrac16x^3+\eta_1\eta_2x}{s+x}. \tag{5}$$

Here $\delta_2=n_2-d_2$, with $d_2$ the fraction and $n_2$ the terms before it. At the midplane

$$\delta_2=\frac{x\,[\frac1{12}x^2+\frac14sx+\frac12(\eta_1^2+\eta_2^2)]}{s+x}>0. \tag{15}$$

Lemma 7: $V_K(r)=F(\rho)/(\kappa r_0)$ with $\rho=r/r_0$, where $0\le F-\rho^{-1}+\rho^{-3}\le9\rho^{-5}$ and $F<1/\rho$ for all $\rho>0$.

The example has $\epsilon=20$, $d=10$ bohr, $\epsilon_1=3$, $\epsilon_2=1$ and reduced mass $\mu=0.2$ electron masses. "The program" is the text's numerical check.

## Consequence for an exciton

The model adopted is the Wannier equation, the effective-mass form of the Bethe-Salpeter equation with a statically screened direct interaction and no exchange term, with both carriers placed at the midplane. By linearity and the symmetry of (4), the electrostatic energy of an electron (charge $-1$) and a hole (charge $+1$) is $-V(r)$ plus the energy of each carrier with its own images. The latter does not depend on $r$; it shifts the band gap and is not part of the binding energy $E_b$. With reduced mass $\mu$,

$$\Big[-\frac{\nabla_\parallel^2}{2\mu}-V(r)\Big]\psi=-E_b\,\psi. \tag{18}$$

**Proposition.** Let $\psi$ be a normalized bound state of (18) with $V=V_K$, and $n(q)$ the Fourier transform of $|\psi|^2$. To first order in $V-V_K$, and with $\phi-\phi_K$ replaced by its leading term $\phi_K\delta_2$, the binding energy in the slab exceeds the Keldysh one by

$$\Delta^{(1)}=\int\frac{d^2q}{(2\pi)^2}\,n(q)\,\frac{4\pi d}{\epsilon}\,\frac{\frac1{12}x^2+\frac14sx+\frac12(\eta_1^2+\eta_2^2)}{(s+x)^2}, \tag{19}$$

which is positive and exactly proportional to $k^{-2}$.

*Proof.* First-order perturbation theory changes the eigenvalue $-E_b$ by $-\langle V-V_K\rangle$, and $\int|\psi|^2(V-V_K)\,d^2r=\int n(q)(\phi-\phi_K)\,d^2q/(2\pi)^2$ by the Fourier convention. Multiplying (3) by (15) and using $x/q=d$ gives the kernel of (19). Under the scaling, $\psi$ and $n$ are unchanged, the last fraction is a ratio of two quantities of order $k^{-2}$ and is unchanged at each $q$, and $d/\epsilon\propto k^{-2}$.

For the sign, $n(q)$ need not be positive, so the kernel is taken to real space. Since $\frac1{12}(s+x)^2+\frac1{12}s(s+x)=\frac1{12}x^2+\frac14sx+\frac16s^2$ and $\frac12(\eta_1^2+\eta_2^2)-\frac16s^2=\frac13(\eta_1^2+\eta_2^2-\eta_1\eta_2)\equiv c'>0$, and $s+x=s(1+r_0q)$, the kernel is

$$\frac{4\pi d}{\epsilon}\Big[\frac1{12}+\frac1{12}\,\frac1{1+r_0q}+\frac{c'}{s^2}\,\frac1{(1+r_0q)^2}\Big].$$

The constant is a contact term $\frac{\pi d}{3\epsilon}\delta^2(\mathbf r)$ and contributes $\frac{\pi d}{3\epsilon}|\psi(0)|^2\ge0$. The other two are positive superpositions of $e^{-qh}$, by $(1+r_0q)^{-1}=\int e^{-t}e^{-tr_0q}dt$ and $(1+r_0q)^{-2}=\int te^{-t}e^{-tr_0q}dt$, and the transform (2) of $e^{-qh}$ is $-\frac1{2\pi}\partial_hg=\frac{h}{2\pi}(r^2+h^2)^{-3/2}>0$. Their averages over $|\psi|^2$ are positive. $\square$

*Remark (regime).* The integral in (19) runs over all $q$, while $\delta_2$ describes the error only for $qd\ll1$, so the formula needs an exciton much larger than $d$. The neglected terms can be sized by power counting, which is an estimate and not a proof. Near the origin (18) gives $\nabla^2\psi\simeq(4\mu/\epsilon d)\,\psi(0)\ln r$ for an $s$ state; $\ln r$ has a transform proportional to $q^{-2}$, so $\psi$ and $n$ fall as $q^{-4}$. The region $q>1/d$, where $\phi\sim1/(\epsilon q)$, then contributes in proportion to $\int q\,dq\,q^{-5}/\epsilon\sim d^3/\epsilon\propto k^{-4}$. The fourth-order remainder of Lemma 6 and the second order of perturbation theory in the contact term each give an integral $\int dq/q$ cut off at $1/d$, hence $k^{-4}\ln k$. The program tests the outcome: the full shift is positive at $k=1,2,4,8$, agrees with (19) within 3 % of $\Delta^{(1)}$ at $k=8$, and falls by a factor close to 4 from $k=4$ to $k=8$.

*Remark (what $r_{\rm mid}$ repairs).* Replacing $r_0$ by $r_{\rm mid}$ in the first form of (3) changes $\phi_K$, to first order in $r_0-r_{\rm mid}=d(\eta_1^2+\eta_2^2)/(2s)$, by $\phi_K\,q(r_0-r_{\rm mid})/(1+r_0q)=\frac{4\pi d}{\epsilon}\frac12(\eta_1^2+\eta_2^2)/(s+x)^2$. This is the third term in the numerator of (19). The terms $\frac1{12}x^2+\frac14sx$, which come from the finite thickness, are left out.

*Remark (the unscreened reference).* With $V=1/(\kappa r)$, (18) reads $\nabla^2\psi=(\alpha^2-\sigma/r)\psi$ with $\alpha^2=2\mu E_b$, $\sigma=2\mu/\kappa$ and $\nabla^2=\partial_r^2+r^{-1}\partial_r$ on $s$ states. For $\psi=e^{-\alpha r}$, $\nabla^2\psi=(\alpha^2-\alpha/r)\psi$, so $\alpha=\sigma$ and $E_b(1s)=2\mu/\kappa^2$. For $\psi=(1-\chi r)e^{-\alpha r}$, $\nabla^2\psi=[\alpha^2+3\alpha\chi-\alpha^2\chi r-(\chi+\alpha)/r]e^{-\alpha r}$, while the right side is $[\alpha^2+\sigma\chi-\alpha^2\chi r-\sigma/r]e^{-\alpha r}$; so $\alpha=\sigma/3$, $\chi=2\sigma/3$ and $E_b(2s)=2\mu/(9\kappa^2)$. Since $V_K<1/(\kappa r)$ everywhere (Lemma 7), the min-max principle puts each Keldysh binding energy below the corresponding hydrogenic one.

## Worked example

The parameters are round model values: $\epsilon=20$, $d=10$ bohr, $\epsilon_1=3$, $\epsilon_2=1$, $\mu=0.2$ electron masses. Digits beyond the second or third serve to compare formulas within the model.

The derived constants are $\kappa=(3+1)/2=2.000$, $\eta_1=3/20=0.150$, $\eta_2=1/20=0.050$, $R_1=17/23=0.73913$, $R_2=19/21=0.90476$ and $P=0.66874$. The screening length is $r_0=20\cdot10/4=50.000$ bohr $=26.459$ Å, or $r_*=20\cdot10/2=100.000$ bohr in the other convention. Lemma 5 gives $r_{\rm mid}/r_0-1=-(0.150^2+0.050^2)/2=-0.01250$, so $r_{\rm mid}=49.375$ bohr. The prefactor of (6) is $\pi/200=0.015708$ hartree.

At $q=0.02$ bohr$^{-1}=1/r_0$, where $x=0.2=s$, the midplane form of (9), the Keldysh form and (15) give

$$q\phi=\frac{2\pi}{20}\Big\{1+\frac{(0.73913+0.90476)\,e^{-0.2}+2(0.66874)\,e^{-0.4}}{1-0.66874\,e^{-0.4}}\Big\}=1.59102,$$

$$q\phi_K=\frac{4\pi}{4\,(1+50\cdot0.02)}=1.57080,\qquad \delta_2=\frac{0.2}{0.4}\Big[\frac{0.2^2}{12}+\frac{0.2\cdot0.2}{4}+0.0125\Big]=0.01292,$$

the first two in hartree bohr. The actual error relative to $\phi_K$ is $1.59102/1.57080-1=0.01287$.

| $qd$ | $q\phi$ | $q\phi_K$ | $\phi/\phi_K-1$ | $\delta_2$ |
|---|---|---|---|---|
| 0.05 | 2.52091 | 2.51327 | 0.00304 | 0.00304 |
| 0.2 | 1.59102 | 1.57080 | 0.01287 | 0.01292 |
| 1 | 0.58558 | 0.52360 | 0.11837 | 0.12153 |
| 5 | 0.31766 | 0.12083 | 1.62896 | 2.25561 |

At $qd=1$ the Keldysh form is low by 12 % of itself, and $\delta_2$ still follows the error closely. At $qd=5$, outside the range of part (ii), $q\phi$ is near its bulk limit $2\pi/20$ and neither $\phi_K$ nor $\delta_2$ is usable.

In real space, (11) and (6) give the following, in hartree.

| $r$ (bohr) | $V$ | $V_K$ | $V/V_K-1$ | $1/(\epsilon r)$ | $1/(\kappa r)$ |
|---|---|---|---|---|---|
| 1 | 0.067037 | 0.040475 | 0.656 | 0.0500 | 0.500 |
| 5 | 0.026075 | 0.025099 | 0.0389 | 0.0100 | 0.100 |
| 20 | 0.013524 | 0.013449 | 0.0056 | 0.0025 | 0.025 |
| 100 | 0.004412 | 0.004406 | 0.0014 | 0.0005 | 0.005 |
| 500 | 0.000991 | 0.000991 | 0.0001 | 0.0001 | 0.001 |

At $r=1$ bohr the direct term $1/(\epsilon r)=0.050$ is the larger part of $V=0.067$, and $V_K$, which grows only logarithmically as $r\to0$, is lower than $V$ by 0.0266. At $r=5$ bohr, half the thickness, the midplane error is already down to 3.9 % of $V_K$; at this distance the error depends strongly on both heights, in size and in sign. With both charges at the upper face, (10) gives an error of 19 % at the same $r$, so the condition $r\gg d$ remains the safe one when the heights are not known. At $r=500$ bohr, $\rho=10$, and $\frac1{\kappa r}(1-\rho^{-2})=0.001\,(1-0.01)$ accounts for the printed $0.000991$ within the bound $9\rho^{-5}$ on $F$.

Equation (18) was solved in a Gaussian basis with the momentum-space potentials (9) and (3), and independently on a radial grid with the real-space potentials (11) and (6). The program asserts agreement to $2\times10^{-4}$ relative for 1s and 2s, and checks the grid against the hydrogenic energies.

| potential | $E_b(1s)$, hartree | meV | $E_b(2s)$, hartree | meV |
|---|---|---|---|---|
| slab | 0.01108 | 301.5 | 0.00390 | 106.2 |
| Keldysh, $r_0$ | 0.01059 | 288.3 | 0.00382 | 103.9 |
| Keldysh, $r_{\rm mid}$ | 0.01068 | 290.7 | 0.00384 | 104.4 |
| $1/(\kappa r)$ | 0.10000 | 2721.1 | 0.01111 | 302.3 |

The last row is $2\cdot0.2/2^2=0.10000$ hartree and one ninth of it. Screening by the slab lowers the 1s binding by about a factor of nine and the 2s binding by about a factor of three, so the series is far from hydrogenic. The 1s root-mean-square radius is 26.64 bohr in the slab and 27.95 bohr with $V_K$, between $d$ and $r_0$.

With both carriers held as points at the midplane, the slab binds more strongly than the Keldysh potential, by 4.57 % of the Keldysh value for 1s ($301.5-288.3=13.2$ meV) and 2.20 % for 2s. The 1s figure is much larger than the 0.56 % by which the potentials differ at $r=20$ bohr. Using $r_{\rm mid}$ recovers only $290.7-288.3=2.4$ meV of the 13.2 meV, and by the remark above, the rest belongs at leading order to the thickness terms $\frac1{12}x^2+\frac14sx$, which weigh the larger wavenumbers and contain the contact term. That the smaller 2s shift reflects a smaller density at the origin is a conjecture; the program does not separate the contributions. The size and the sign of these shifts belong to the midplane placement and are not a property of the slab as such. For carriers spread uniformly over the thickness, the averages $\langle a\rangle=\langle b\rangle=x/3$ and $\langle a^2\rangle=\langle b^2\rangle=x^2/6$ in (5) give $(s+x)\langle n_2\rangle=\frac16x^3+\frac12sx^2+\frac13s^2x$. The thickness terms then cancel against $d_2$, and only $\langle\delta_2\rangle=(\frac13s^2-\eta_1\eta_2)\,x/(s+x)=c'x/(s+x)$ remains. For the example slab (values not part of the printed output) the 1s shift is about 1 meV for the uniform distribution and about 4 meV for a $\sin^2(\pi z/d)$ distribution. It is about 47 meV with both carriers on the upper face, and negative, about $-17$ meV, with the carriers on opposite faces, where $\delta_2<0$. A correction to the Keldysh binding energy of a real layer therefore needs the distribution of the carriers across the thickness.

Thinning the slab at fixed $\epsilon d$ gives the 1s shifts below, in hartree.

| $k$ | $d$ (bohr) | $\epsilon$ | full shift | $\Delta^{(1)}$ |
|---|---|---|---|---|
| 1 | 10 | 20 | $4.838\times10^{-4}$ | $4.599\times10^{-4}$ |
| 2 | 5 | 40 | $1.167\times10^{-4}$ | $1.150\times10^{-4}$ |
| 4 | 2.5 | 80 | $2.887\times10^{-5}$ | $2.874\times10^{-5}$ |
| 8 | 1.25 | 160 | $7.194\times10^{-6}$ | $7.185\times10^{-6}$ |

The last column falls by 4 per row, as the proposition requires. The full shift lies above $\Delta^{(1)}$ at $k=1$, 2 and 4, by $4.838/4.599-1\approx5\,\%$ of $\Delta^{(1)}$ at $k=1$ and by about 0.4 % at $k=4$. At $k=8$ the two agree to about 0.1 %, a difference of only $10^{-8}$ hartree, from which no sign is inferred here. The positive sign at the smaller $k$ is not the one suggested by the momentum table, where $\delta_2$ is at or above the true error at all four wavenumbers. Two neglected effects enter: the truncation at $\delta_2$, and the relaxation of the wave function, which for the ground state can only increase the binding, since the variational principle with the Keldysh state as trial function gives $E_b(\text{slab})\ge E_b(\text{Keldysh})+\langle V-V_K\rangle$. That the relaxation outweighs the truncation here is a conjecture consistent with the sign and with the smaller radius in the slab; it was not tested separately. The program and its output follow.

## Values computed for the example and the checks

```
inputs: eps=20, d=10 bohr, eps1=3, eps2=1, mu=0.2 m_e
kappa = 2.000, eta1 = 0.150, eta2 = 0.050 (dimensionless)
R1 = 0.73913, R2 = 0.90476, R1*R2 = 0.66874 (dimensionless)
r0 = 50.000 bohr = 26.459 angstrom
r* = eps d/2 = 100.000 bohr
r_mid = 49.375 bohr, r_mid/r0 - 1 = -0.01250
prefactor pi/(eps d) = 0.015708 hartree
midplane q*phi (hartree bohr): q(1/bohr) qd slab Keldysh rel.err delta2
  0.005 0.05 2.52091 2.51327 0.00304 0.00304
  0.02 0.2 1.59102 1.57080 0.01287 0.01292
  0.1 1 0.58558 0.52360 0.11837 0.12153
  0.5 5 0.31766 0.12083 1.62896 2.25561
midplane V (hartree): r(bohr) slab Keldysh rel.err 1/(eps r) 1/(kappa r)
  1 0.067037 0.040475 0.65627 0.050000 0.500000
  5 0.026075 0.025099 0.03889 0.010000 0.100000
  20 0.013524 0.013449 0.00559 0.002500 0.025000
  100 0.004412 0.004406 0.00142 0.000500 0.005000
  500 0.000991 0.000991 0.00013 0.000100 0.001000
max rel.err (q r0<=5, all z,z'): k=8 6.576e-03, k=16 1.646e-03, ratio 3.995
max remainder beyond delta2: k=8 1.086e-05, k=16 6.797e-07, ratio 15.97
uniform medium, qd=0.1: phi/phi_K = 1.0500; example slab, qd=30: 15.100
E_b slab: 1s 0.01108 Ha = 301.5 meV; 2s 0.00390 Ha = 106.2 meV
E_b Keldysh r0: 1s 0.01059 Ha = 288.3 meV; 2s 0.00382 Ha = 103.9 meV
E_b Keldysh r_mid: 1s 0.01068 Ha = 290.7 meV; 2s 0.00384 Ha = 104.4 meV
E_b 2D hydrogen kappa: 1s 0.10000 Ha = 2721.1 meV; 2s 0.01111 Ha = 302.3 meV
grid check E_b 1s: slab 0.01108 Ha, Keldysh 0.01059 Ha
slab/Keldysh - 1: 1s 0.0457, 2s 0.0220
1s rms radius: slab 26.64 bohr, Keldysh 27.95 bohr
1s shift slab-Keldysh at fixed eps*d: k d(bohr) eps full(Ha) first-order(Ha)
  1 10 20 4.838e-04 4.599e-04
  2 5 40 1.167e-04 1.150e-04
  4 2.5 80 2.887e-05 2.874e-05
  8 1.25 160 7.194e-06 7.185e-06
shift ratio k=4 over k=8: 4.013
```
